\section*{Thermal width of a zero-phonon line with quadratic strain coupling, part 1}

(Sections cited here and not found follow in the second part.)

\section{The problem}

An impurity in a crystal has an electronic ground state and one excited state. We set $\hbar=k_B=1$ until the numerical example. In the ground state the lattice is harmonic,
\begin{equation}
H_0=\sum_k\omega_k\left(b_k^\dagger b_k+\tfrac12\right).
\end{equation}
In the excited state the force constants near the impurity are changed, and the Hamiltonian is $E_0+H_1$ with
\begin{equation}
H_1=H_0+V,\qquad V=\frac W2X^2,\qquad X=\sum_k h_k\,(b_k+b_k^\dagger).
\end{equation}
Here $X$ is a dimensionless local strain, the $h_k$ are real, and $W$ is an energy of either sign. The lattice enters through the weighted density of modes
\begin{equation}
\rho(\omega)=\sum_k h_k^2\,\delta(\omega-\omega_k).
\end{equation}
The phonons are acoustic, in three dimensions, with a Debye spectrum that ends at $\omega_D=\Theta$. The optical dipole does not depend on the lattice coordinates (the Condon approximation). The excited state does not decay, no other electronic level is near, and all impurities are identical, so lifetime broadening, one-phonon transitions between levels and inhomogeneous broadening are absent.

(a) Estimate by scaling how the width of the absorption line near $E_0$, the zero-phonon line, depends on the temperature $T$ for $T\ll\Theta$ and for $T\gg\Theta$.

(b) Find the full width at half maximum $\Gamma(T)$ exactly in second order in $W$, with both limits, their prefactors and their ranges.

(c) Find where second order fails, and evaluate the width for $\Theta=500$~K and the dimensionless coupling $w=-0.05$, where $w=W\rho_D$ and $\rho_D$ is the value of $\rho$ just below $\omega_D$.

\section{The weighted density of modes}

The low-frequency form of $\rho$ is needed by the estimate and by the solution. A scalar simple-cubic lattice of $N$ sites with nearest-neighbour springs shows it. In units in which the mass, the lattice constant and the sound velocity are 1, the dispersion is $\omega_{\mathbf k}^2=4\sum_{i}\sin^2(k_i/2)$ and the displacement at site $\mathbf R$ is
\begin{equation}
u(\mathbf R)=\sum_{\mathbf k}\frac{1}{\sqrt{2N\omega_{\mathbf k}}}\left(b_{\mathbf k}e^{i\mathbf k\cdot\mathbf R}+b_{\mathbf k}^\dagger e^{-i\mathbf k\cdot\mathbf R}\right).
\end{equation}
A rigid translation of the crystal carries the impurity along and cannot change its transition energy, so the coupling contains only differences of displacements. For the stretch of one bond, $X=u(\hat{\mathbf x})-u(0)$, the coefficient of $b_{\mathbf k}$ is $(e^{ik_x}-1)/\sqrt{2N\omega_{\mathbf k}}$. Its phase can be absorbed into $b_{\mathbf k}$, which leaves $h_{\mathbf k}^2=4\sin^2(k_x/2)/(2N\omega_{\mathbf k})$. At small $k$ we have $\omega=k$ and $4\sin^2(k_x/2)=k_x^2$, whose angular average is $k^2/3$. With $N^{-1}\sum_{\mathbf k}\to\int d^3k/(2\pi)^3$,
\begin{equation}
\rho(\omega)=\frac{4\pi\omega^2}{(2\pi)^3}\cdot\frac{1}{2\omega}\cdot\frac{\omega^2}{3}=\frac{\omega^3}{12\pi^2}.
\end{equation}
The three factors are the density of modes, the squared amplitude and the squared gradient. Without the gradient, that is for a coupling to the bare displacement, one would have $\rho=\omega/4\pi^2$.

The error of the small-$k$ form can be seen in the thermal part of the variance, $2\int\rho\,n\,d\omega$ with $n=1/(e^{\omega/T}-1)$. Expanding $n=\sum_{m\ge1}e^{-m\omega/T}$ gives $\int_0^\infty\omega^3n\,d\omega=3!\,\zeta(4)T^4=\pi^4T^4/15$ (the value of $\zeta(4)$ is derived below), so the $\omega^3$ law predicts $\pi^2T^4/90$. Integrating $2n\,h_{\mathbf k}^2$ with the full lattice dispersion over the ball $k<40T$, by Gauss--Legendre quadrature in $k$ and $\cos\theta$ and an even grid in the azimuth, gives $1.0002$ times this value at $T=0.01$ and $1.0009$ times it at $T=0.02$.

The Debye model keeps the cubic law up to a sharp edge:
\begin{equation}
\rho(\omega)=\rho_D\,u^3,\quad u=\frac{\omega}{\omega_D}<1,\qquad w=W\rho_D,\qquad \tau=\frac T\Theta .
\label{eq:debye}
\end{equation}
Since $\rho_D$ is an inverse energy, $w$ is dimensionless.

\section{A first estimate}

The transition energy is $E_0+V$, and $V$ fluctuates. If the fluctuation has size $\delta V$ and forgets itself after a time $t_c$ with $\delta V\,t_c\ll1$, the optical phase makes a random walk with steps $\delta V\,t_c$. After $t/t_c$ steps the mean square phase is $(\delta V)^2t_c\,t$, so the width is $\Gamma\sim(\delta V)^2t_c$. For $V=WX^2/2$ the fluctuation is of the size of the mean, $\delta V\sim W\langle X^2\rangle_T$. Only the thermal part $\langle X^2\rangle_T=2\int\rho\,n\,d\omega$ counts: at $T=0$ the lattice starts in its ground state, the zero-phonon line is the transition to the single lowest state of $H_1$ and is sharp, and the small remaining overlap, with states containing pairs of phonons, goes into sidebands.

For $T\ll\Theta$ the only frequency scale is $T$. Then $\langle X^2\rangle_T\sim\rho_DT^4/\omega_D^3$ and $t_c\sim1/T$, so $\Gamma\sim w^2T^7/\omega_D^6=w^2\omega_D\tau^7$. For $T\gg\Theta$ every mode has $n\approx T/\omega$, so $\langle X^2\rangle_T\sim\rho_DT$, while the frequencies stay below $\omega_D$ and $t_c\sim1/\omega_D$; then $\Gamma\sim w^2T^2/\omega_D=w^2\omega_D\tau^2$. A rate of golden-rule type carries a factor $2\pi$, which we attach by defining $\alpha=2\pi w^2\omega_D$. The estimate is
\begin{equation}
\Gamma_{\rm est}\sim\alpha\tau^7\quad(\tau\ll1),\qquad \Gamma_{\rm est}\sim\alpha\tau^2\quad(\tau\gg1),
\label{eq:est}
\end{equation}
with the two forms meeting at $\tau=1$. The seventh power can also be counted on the elementary event, in which one phonon is absorbed and another emitted: two sums over modes give $T^3\cdot T^3$, two squared strain amplitudes give $T\cdot T$, and the delta function of energy conservation gives $1/T$.

\section{The solution in second order}

\subsection{Line shape}

Let $|m\rangle$ be eigenstates of $H_0$ with thermal weights $p_m$ and $|f\rangle$ eigenstates of $H_1$. The golden rule for light of frequency $\Omega$ gives, after the delta function is written as a time integral and the sum over $f$ is closed,
\begin{align}
L(\Omega)&=\sum_{m,f}p_m|\langle f|m\rangle|^2\,\delta(\Omega-E_0-E_f+E_m)
=\frac1{2\pi}\int_{-\infty}^\infty dt\,e^{i(\Omega-E_0)t}F(t),\\
F(t)&=\left\langle e^{iH_0t}e^{-iH_1t}\right\rangle ,
\end{align}
where the average is thermal in $H_0$. Because the thermal operator commutes with $H_0$ and the trace is cyclic, $F(-t)=F(t)^*$. Suppose that $F\approx A\,e^{-i\Delta t-\Gamma t/2}$ at long positive times. Near the line, with $\nu=\Omega-E_0-\Delta$ and $A$ close to 1,
\begin{equation}
L=\frac1\pi\,{\rm Re}\int_0^\infty dt\,e^{i\nu t-\Gamma t/2}=\frac1\pi\,\frac{\Gamma/2}{\nu^2+\Gamma^2/4}.
\end{equation}
This falls to half its peak at $\nu=\pm\Gamma/2$, so $\Gamma$ is the full width, and the coherence time is $T_2=2/\Gamma$.

\subsection{Second cumulant}

The operator $U(t)=e^{iH_0t}e^{-iH_1t}$ obeys $\dot U=e^{iH_0t}(iH_0-iH_1)e^{-iH_1t}=-iV(t)U$ with $V(t)=e^{iH_0t}Ve^{-iH_0t}$ and $U(0)=1$. Two iterations give
\begin{equation}
F=1-i\langle V\rangle t-\int_0^tdt_1\int_0^{t_1}dt_2\,\langle V(t_1)V(t_2)\rangle+O(W^3).
\end{equation}
In $\ln(1+\epsilon)=\epsilon-\epsilon^2/2$ the second term is $+\langle V\rangle^2t^2/2$ in this order. Since the double integral of 1 is $t^2/2$, this term subtracts $\langle V\rangle^2$ under the integral. The average depends only on $s=t_1-t_2$, and at fixed $s$ the variable $t_1$ runs over a length $t-s$:
\begin{equation}
\ln F=-i\langle V\rangle t-\int_0^tds\,(t-s)\,C(s),\qquad C(s)=\langle V(s)V(0)\rangle-\langle V\rangle^2 .
\label{eq:cum}
\end{equation}
The first term shifts the line by $\langle V\rangle=(W/2)\int\rho\,(2n+1)\,d\omega$ and does not broaden it. Once $C$ has decayed, the real part of (\ref{eq:cum}) falls as $-t\,{\rm Re}\int_0^\infty C\,ds$. With $C(-s)=C(s)^*$,
\begin{equation}
\Gamma=2\,{\rm Re}\int_0^\infty C(s)\,ds=\int_{-\infty}^\infty C(s)\,ds .
\end{equation}

\subsection{The four-strain average}

Let $z=e^{-\omega/T}$ for one mode and let $Y$ be any operator. From $e^{H_0/T}b\,e^{-H_0/T}=zb$ and the cyclic trace, $\langle Yb\rangle=z\langle bY\rangle$, so $\langle bY\rangle=\langle[b,Y]\rangle/(1-z)=(n+1)\langle[b,Y]\rangle$. In the same way $\langle Yb^\dagger\rangle=z^{-1}\langle b^\dagger Y\rangle$ and $\langle b^\dagger Y\rangle=-n\langle[b^\dagger,Y]\rangle$. Take $Y=BPQ$, a product of three operators linear in the $b_k,b_k^\dagger$, and let $a$ be $b$ or $b^\dagger$. The commutator is $[a,B]PQ+B[a,P]Q+BP[a,Q]$, each bracket being a number, and the same prefactor times $[a,B]$ is $\langle aB\rangle$ by the case $Y=B$. By linearity, for any linear $A$,
\begin{equation}
\langle ABPQ\rangle=\langle AB\rangle\langle PQ\rangle+\langle AP\rangle\langle BQ\rangle+\langle AQ\rangle\langle BP\rangle ,
\end{equation}
which is Wick's theorem for this case. With $A=B=X(s)$ and $P=Q=X(0)$ the first term is $\langle X^2\rangle^2$ and cancels against $\langle V\rangle^2$; the other two are equal. Therefore
\begin{equation}
C(s)=\frac{W^2}{4}\cdot2D(s)^2=\frac{W^2}2D(s)^2,
\end{equation}
and from $b_k(s)=b_ke^{-i\omega_ks}$, $\langle b_kb_k^\dagger\rangle=n_k+1$, $\langle b_k^\dagger b_k\rangle=n_k$,
\begin{equation}
D(s)=\langle X(s)X(0)\rangle=\int_0^\infty d\omega\,\rho(\omega)\left[(n+1)e^{-i\omega s}+n\,e^{i\omega s}\right].
\end{equation}

\subsection{The time integral}

Write $D(s)=\int_{-\infty}^\infty d\omega\,J(\omega)e^{-i\omega s}$ with $J(\omega)=\rho(\omega)(n+1)$ and $J(-\omega)=\rho(\omega)\,n$ for $\omega>0$. Then $\int ds\,e^{-i(\omega+\omega')s}=2\pi\delta(\omega+\omega')$ gives
\begin{equation}
\int_{-\infty}^\infty D^2ds=2\pi\int_{-\infty}^\infty J(\omega)J(-\omega)\,d\omega=4\pi\int_0^\infty\rho^2\,n(n+1)\,d\omega ,
\end{equation}
the integrand being even. Hence
\begin{equation}
\Gamma=2\pi W^2\int_0^\infty\rho(\omega)^2\,n(\omega)\,[n(\omega)+1]\,d\omega .
\label{eq:general}
\end{equation}
Only the product of an emission factor $n+1$ and an absorption factor $n$ at the same frequency survives: a phonon is scattered elastically, a Raman-type event. The terms with two emissions or two absorptions oscillate as $e^{\mp i(\omega+\omega')s}$ and feed the sidebands. A term linear in $X$ would give $C\propto D$ and a width proportional to $2\pi J(0)=2\pi\lim_{\omega\to0}\rho T/\omega$, which vanishes for $\rho\propto\omega^3$; such a term, left out of $H_1$, would add no width at second order in its own coupling.

The Lorentzian form needs $C$ to decay in a time short against $1/\Gamma$. Because $n(-\omega)+1=-n(\omega)$, the single function $J=\rho_Du^3/(1-e^{-\omega/T})$ covers both signs of $\omega$. It is analytic at $\omega=0$ and its nearest poles lie at $\pm2\pi iT$, so $D$, apart from the band-edge terms given below, decays as $e^{-2\pi T|s|}$. This holds for the whole of $D$: the part $2\int\rho\,n\cos\omega s\,d\omega$ and the zero-point part each have a tail in $s^{-4}$, and the two tails cancel. The condition is $\Gamma\ll\min(T,\omega_D)$. The sharp edge adds slower tails. Integration by parts gives $D\approx\rho_D[(n_D+1)e^{-i\omega_Ds}/(-is)+n_De^{i\omega_Ds}/(is)]$ with $n_D=n(\omega_D)$, whose square has the non-oscillating part $2\rho_D^2n_D(n_D+1)/s^2$. Thus $C$ contains $\beta/s^2$ with $\beta=w^2n_D(n_D+1)$, and the piece $+\int_0^tsC\,ds$ of (\ref{eq:cum}) adds $\beta\ln t$ to $\ln|F|$. This factor $t^\beta$ leaves the exponential rate unchanged, and $\beta\approx w^2\tau^2$ at high temperature is small wherever second order holds, as found below.

\subsection{The Debye result}

Insert (\ref{eq:debye}) and put $\omega=Tx$, so that $u=\tau x$, $d\omega=\omega_D\tau\,dx$ and $n(n+1)=e^x/(e^x-1)^2=1/[4\sinh^2(x/2)]$:
\begin{equation}
\Gamma=\alpha\,\tau^7I(1/\tau),\qquad I(y)=\int_0^y\frac{x^6e^x}{(e^x-1)^2}\,dx,\qquad\alpha=2\pi w^2\omega_D .
\label{eq:ms}
\end{equation}
This is the McCumber--Sturge formula. For $\rho=\rho_Du^s$ the same substitution gives $\tau^{2s+1}$ and $x^{2s}$, so at low temperature a coupling to the bare displacement ($s=1$) would give $T^3$. The seventh power belongs to strain coupling in three dimensions.

\subsection{High temperature}

From $4\sinh^2(x/2)=2(\cosh x-1)=x^2(1+ax^2+bx^4+cx^6+\dots)$ with $a=1/12$, $b=1/360$, $c=1/20160$, the reciprocal of the bracket is $1-ax^2+(a^2-b)x^4+(-a^3+2ab-c)x^6+\dots$. Here $a^2-b=(5-2)/720=1/240$ and $-a^3+2ab-c=(-35+28-3)/60480=-1/6048$, so
\begin{equation}
\frac{e^x}{(e^x-1)^2}=\frac1{x^2}-\frac1{12}+\frac{x^2}{240}-\frac{x^4}{6048}+\dots
\label{eq:series}
\end{equation}
The poles at $x=\pm2\pi i$ set the radius of convergence, so the series may be integrated for $y<2\pi$. Multiplying by $x^6$ and integrating gives $I=y^5/5-y^7/84+y^9/2160-y^{11}/66528+\dots$, and with $y=1/\tau$
\begin{equation}
\frac\Gamma\alpha=\frac{\tau^2}5-\frac1{84}+\frac1{2160\,\tau^2}-\frac1{66528\,\tau^4}+\dots
\label{eq:high}
\end{equation}
The leading term is classical, $n(n+1)\to T^2/\omega^2$. Since $\sinh(x/2)>x/2$, the law $\alpha\tau^2/5$ lies above (\ref{eq:ms}) at every temperature.

\subsection{Low temperature}

Differentiating the geometric series $\sum q^m=1/(1-q)$ gives $\sum_{m\ge1}mq^m=q/(1-q)^2$, and with $q=e^{-x}$ this is $e^x/(e^x-1)^2=\sum_mm\,e^{-mx}$. With $\int_0^\infty x^6e^{-mx}dx=6!/m^7$,
\begin{equation}
I(\infty)=6!\sum_{m\ge1}\frac1{m^6}=720\,\zeta(6).
\end{equation}
The zeta values follow from (\ref{eq:series}). The functions $1/[4\sinh^2(x/2)]$ and $\sum_{m=-\infty}^\infty(x-2\pi im)^{-2}$ have the period $2\pi i$, the same double poles without residue, and both vanish as ${\rm Re}\,x\to\pm\infty$; their difference is entire, bounded and tends to zero, so it is zero. With $\lambda=2\pi m$, the pair $\pm m$ contributes $-\lambda^{-2}[(1+ix/\lambda)^{-2}+(1-ix/\lambda)^{-2}]=-2/\lambda^2+6x^2/\lambda^4-10x^4/\lambda^6+\dots$. Matching to (\ref{eq:series}), $6\zeta(4)/(2\pi)^4=1/240$ gives $\zeta(4)=\pi^4/90$, and $10\zeta(6)/(2\pi)^6=1/6048$ gives $\zeta(6)=64\pi^6/60480=\pi^6/945$. Therefore
\begin{equation}
I(\infty)=\frac{720\,\pi^6}{945}=\frac{16\pi^6}{21}=732.49,\qquad\Gamma\to\frac{16\pi^6}{21}\,\alpha\,\tau^7 .
\label{eq:low}
\end{equation}
The integrand is positive, so this law too lies above (\ref{eq:ms}). For $y\gg1$ the missing part comes from $m=1$, up to a relative correction of order $e^{-y}$; six integrations by parts give
\begin{equation}
I(\infty)-I(y)\approx\int_y^\infty x^6e^{-x}dx=720\,e^{-y}\sum_{j=0}^6\frac{y^j}{j!}.
\label{eq:deficit}
\end{equation}
The logarithmic derivative of the integrand is $6/x-\coth(x/2)$, and its root, found by bracketing, is $x=5.97$. The phonons that matter have $\omega\approx6T$, so they reach the Debye edge well below $T=\Theta$.

In second order in $W$ the width is now given by (\ref{eq:ms}) in the Debye model, with a $T^7$ law at low temperature and a $T^2$ law at high temperature, both with their prefactors. It remains to find the ranges of these two laws, to find where second order fails, and to evaluate the width for $\Theta=500$~K and $w=-0.05$.
